# Low- and High-Temperature Anchors for the Semi-Grand Potential of an Alloy

## The missing constant

A Monte Carlo simulation of a binary alloy delivers averages such as the energy and the composition. It does not directly deliver the free energy, which counts all configurations and decides which phase is stable. Averages do give the derivatives of the free energy, so it can be found by integration from a state where it is already known. Two limits supply such states, called anchors. In the cold limit the alloy is a perfect crystal with a few wrong atoms. In the hot limit all arrangements are nearly equally likely.

Let each of $N$ lattice sites carry $\sigma_i=+1$ for a B atom or $-1$ for an A atom. A cluster expansion writes the energy as

$$E=NJ_0+\sum_a J_a\sigma_a,\qquad \sigma_a=\prod_{i\in a}\sigma_i ,$$

where $a$ runs over clusters of sites of finite range. The number of sites is fixed and the composition varies under the exchange potential $\mu=\mu_B-\mu_A$. With $N_B=\sum_i(1+\sigma_i)/2$, define

$$H=E-\mu N_B,\qquad Z=\sum_\sigma e^{-\beta H},\qquad \phi=-\frac{1}{\beta N}\ln Z .$$

In the algebra energies are in hartree and $k_B=1$. Numbers are in eV, with $\beta=1/(k_BT)$. The lattice spacing does not enter.

## Integration and the fate of an anchor error

Differentiating $\ln Z$ gives $\partial\ln Z/\partial\beta=-\langle H\rangle$ at fixed $\mu$, and $\partial\ln Z/\partial\mu=\beta\langle N_B\rangle$ at fixed $\beta$. Since $\beta\phi=-\ln Z/N$,

$$d(\beta\phi)=\frac{\langle H\rangle}{N}\,d\beta-\beta c\,d\mu,\qquad c=\frac{\langle N_B\rangle}{N}. \tag{1}$$

At fixed $\mu$, an anchor at $\beta_0$ therefore gives

$$\beta\phi(\beta)=\beta_0\phi(\beta_0)+\int_{\beta_0}^{\beta}\frac{\langle H\rangle}{N}\,d\beta' .$$

If the averages are exact, an anchor error in $\beta\phi$ arrives unchanged. The error in $\phi$ is multiplied by $\beta_0/\beta$: it shrinks on cooling from a hot anchor and grows on heating from a cold one. Errors in the averages add to this.

## The cold anchor

Let $\sigma^0$ be a periodic ground state of $H$, with energy $H_0$. I assume that it is unique up to $g$ symmetry copies, that excitations have a gap, and that a region of another copy costs energy in proportion to its boundary. In two or more dimensions, where the boundary grows with the region, the configurations at low temperature then fall into $g$ equivalent classes, each a ground state with small flipped regions. The factor $g$ adds $(\ln g)/N$ to $\ln Z/N$, which vanishes for large $N$.

Within one class, let $\Delta_i$ be the cost of flipping site $i$ and $\Delta_{ij}=\Delta_i+\Delta_j+W_{ij}$ that of flipping two sites. With $z_i=e^{-\beta\Delta_i}$,

$$Ze^{\beta H_0}=1+A_1+A_2+\dots,\qquad A_1=\sum_i z_i,\quad A_2=\sum_{i<j}z_iz_je^{-\beta W_{ij}} .$$

Here $A_1$ is proportional to $N$ and is not small, so the logarithm is expanded formally by the number of flips. Up to two flips it is $A_1+A_2-\tfrac12A_1^2$. Because $A_1^2=\sum_iz_i^2+2\sum_{i<j}z_iz_j$,

$$\ln Z=-\beta H_0+\sum_i z_i+\sum_{i<j}z_iz_j\left(e^{-\beta W_{ij}}-1\right)-\frac12\sum_i z_i^2+\dots \tag{2}$$

The distant pairs, about $N^2/2$ in number, have $W_{ij}=0$ and cancel. The same happens at higher order. Treat the $z_i$ as independent variables and consider a product of them whose sites form two groups with no cluster joining them. Setting all other $z_i$ to zero does not alter its coefficient, but makes $Ze^{\beta H_0}$ a product of two factors. Its logarithm is a sum, with no mixed term. Only linked groups survive, and their number is proportional to $N$.

Keeping single flips,

$$\phi\simeq\frac{H_0}{N}-\frac{1}{\beta N}\sum_i e^{-\beta\Delta_i}. \tag{3}$$

This is an ideal gas of wrong atoms. It is the leading correction if every omitted linked excitation costs more than the smallest $\Delta_i$. It fails when some $\Delta_i$ is not large compared with $k_BT$.

The composition follows from $c=-\partial\phi/\partial\mu$. If flip $i$ changes $N_B$ by $\delta n_i=\pm1$, then $\partial\Delta_i/\partial\mu=-\delta n_i$. With $c_0$ the ground-state composition,

$$c\simeq c_0+\frac1N\sum_i\delta n_i\,e^{-\beta\Delta_i}. \tag{4}$$

## The hot anchor

Let $\langle\cdot\rangle_0$ be the average over all $2^N$ configurations with equal weight, so that $Z=2^N\langle e^{-\beta H}\rangle_0$. Put $H=\langle H\rangle_0+\delta$. Since $\langle\delta\rangle_0=0$,

$$\ln\langle e^{-\beta H}\rangle_0=-\beta\langle H\rangle_0+\ln\left(1+\frac{\beta^2}{2}\langle\delta^2\rangle_0-\frac{\beta^3}{6}\langle\delta^3\rangle_0+\dots\right).$$

The square of the $\beta^2$ term first matters at order $\beta^4$. Hence

$$\beta\phi=-\ln2+\beta k_1-\frac{\beta^2}{2}k_2+\frac{\beta^3}{6}k_3+O(\beta^4), \tag{5}$$

with $k_1=\langle H\rangle_0/N$, $k_2=\langle\delta^2\rangle_0/N$ and $k_3=\langle\delta^3\rangle_0/N$. By Taylor's theorem the remainder is set by the fourth cumulant of $H$ per site between $0$ and $\beta$. I assume that this stays bounded as $N$ grows, which holds while correlations remain short-ranged.

The cluster functions make the averages easy. As $\sigma_i^2=1$, a product of cluster functions keeps the sites that occur an odd number of times, and its average is zero unless no site is left. Write $\delta=\sum_aK_a\sigma_a$, where $K_a=J_a$ except that a point cluster has $-\mu/2$ added. Then

$$k_1=J_0-\frac{\mu}{2},\qquad k_2=\frac1N\sum_aK_a^2,\qquad k_3=\frac6N\sum_{\{a,b,c\}}K_aK_bK_c .$$

The last sum is over unordered triples with $\sigma_a\sigma_b\sigma_c=1$. Two equal members would force the third to be empty, so all three differ, and the factor 6 counts their orderings.

## The square lattice: hot coefficients

Take $J_0=0$, a nearest-neighbour pair $V_1$, a diagonal pair $V_2$, and a triplet $V_3$ on three corners of a unit square. The point coefficient is $h=-\mu/2$. Each site accounts for one point, two nearest pairs, two diagonal pairs and four triplets, so

$$k_2=2V_1^2+2V_2^2+4V_3^2+h^2 .$$

For $k_3$, clusters with an odd number of sites must occur in twos. The triples per site are:

- Three pairs must close a triangle of two nearest pairs and a diagonal. There are four: $4V_1^2V_2$.
- A pair with its two end points gives $2(V_1+V_2)h^2$.
- Two triplets and a pair: the triplets share two sites and the pair joins the remaining two. Triplets in different squares can share a nearest pair, but their remaining sites are then too far apart. In one square, the two omitted corners form a side in four cases and a diagonal in two: $(4V_1+2V_2)V_3^2$.
- A triplet splits into a pair and a point in three ways, two with a nearest pair and one with a diagonal. Four triplets give $(8V_1+4V_2)V_3h$.

Therefore

$$k_3=6\left[4V_1^2V_2+2(V_1+V_2)h^2+(4V_1+2V_2)V_3^2+(8V_1+4V_2)V_3h\right]. \tag{6}$$

For the composition, use $c=-\partial\phi/\partial\mu$ and $dh/d\mu=-\tfrac12$. The $k_1$ term gives $\tfrac12$. The $k_2$ term gives $\tfrac{\beta}{2}(2h)(-\tfrac12)=\beta\mu/4$. The $k_3$ term gives $\tfrac{\beta^2}{12}\,\partial k_3/\partial h$. Thus

$$c=\frac12+\frac{\beta\mu}{4}+\frac{\beta^2}{2}\left[4(V_1+V_2)h+(8V_1+4V_2)V_3\right]+O(\beta^3).$$

The first two terms are the response of independent sites.

## The square lattice: ground state and flips

Choose the round parameters $V_1=0.020$, $V_2=-0.004$, $V_3=0.001$ and $\mu=0.020$ eV. Unlike nearest neighbours are favoured. To prove which state is lowest, divide $H$ among the unit squares: a side belongs to two squares, a site to four, and a diagonal or triplet to one. The energies per square are:

- checkerboard: $-2V_1+2V_2-\mu/2=-0.058$ eV;
- three B: $-2V_3-3\mu/4=-0.017$ eV;
- one B: $2V_3-\mu/4=-0.003$ eV;
- two B side by side: $-2V_2-\mu/2=-0.002$ eV;
- all B: $2V_1+2V_2+4V_3-\mu=0.016$ eV;
- all A: $2V_1+2V_2-4V_3=0.028$ eV.

The checkerboard minimizes every square at once, so it is the ground state, with $g=2$. There is one square per site, hence $H_0/N=-0.058$ eV. Any other square costs at least $0.041$ eV more.

Flipping site $i$ reverses every cluster containing it, so $\Delta_i=-2\sum_{a\ni i}K_a\sigma_a$. The four nearest pairs have product $-1$ and give $8V_1$. The four diagonals have product $+1$ and give $-8V_2$. In each of the four squares around $i$, one triplet containing $i$ has product $\sigma_i$ and two have $-\sigma_i$. Their total is $-4\sigma_i$, which gives $8V_3\sigma_i$. The point term gives $-2h\sigma_i=\mu\sigma_i$. Hence

$$\Delta_{B\to A}=8(V_1-V_2+V_3)+\mu=0.220\ \text{eV},$$

$$\Delta_{A\to B}=8(V_1-V_2-V_3)-\mu=0.164\ \text{eV}.$$

**The cheapest omitted term.** For two nearest neighbours the bond between them is restored, so $W=-4V_1$. The triplets containing both sites cancel, since their third sites are equally often A and B. The cost is $0.220+0.164-0.080=0.304$ eV, the lowest among linked pairs.

Larger linked sets can be bounded. Linked flips share a unit square, so they touch by sides or corners when drawn as cells. A unit square of sites is excited when some but not all of its four sites are flipped. These squares are the grid points on the boundary of the cells. If the set is $w$ cells wide, each of its $w+1$ vertical grid lines has a highest and a lowest boundary point, so at least $2(w+1)$ squares are excited. The same holds for the height. A set at least three cells wide or high thus excites at least eight squares. The remaining sets of three or more flips fill three or four cells of a $2\times2$ block and excite eight. All cost at least $8\times0.041=0.328$ eV.

Terms of the logarithm containing two or more Boltzmann factors cost at least $2\times0.164=0.328$ eV. With two nearest pairs per site, the leading omission from $\ln Z/N$ is therefore $2e^{-\beta(0.304\,\text{eV})}$.

## A check on the infinite lattice

For $V_2=V_3=\mu=0$ and $K=\beta V_1$, Onsager's solution, quoted here as an outside reference, is

$$\frac{\ln Z}{N}=\ln(2\cosh2K)+\frac1\pi\int_0^{\pi/2}\ln\frac{1+\sqrt{1-k^2\sin^2\theta}}{2}\,d\theta,\quad k=\frac{2\sinh2K}{\cosh^22K}.$$

The hot series gives $\ln2+K^2$, as $k_3=0$. For the next term, let $n=2N$ be the number of bonds. In the fourth moment of the sum of bond products, four equal bonds contribute $n$, two different bonds used twice $3n(n-1)$, and the four sides of a square $24N$. Subtracting $3n^2$ leaves $20N$, so the next term is $20K^4/24=5K^4/6$. At $K=0.05$ the exact remainder divided by this is $1.002$.

The cold series gives $2K+e^{-8K}$. A flipped region costs $2V_1$ per boundary edge. After the single site with four edges comes the nearest pair with six, so the next term is $2e^{-12K}$. At $K=1.5$ the corresponding ratio is $1.006$.

## A strip that supplies the averages

For the full model the averages come from an infinitely long periodic strip of width $L=8$. Let $s,s'$ be neighbouring rows and $u(s,s')$ their coupling energy plus half the internal energy of each row, including the $\mu$ term. Then $H$ is the sum of $u$ along the strip. With $T_{ss'}=e^{-\beta u(s,s')}$ and $M$ rows closed into a ring, $Z=\operatorname{Tr}T^M$. The couplings are unchanged by the reflection that exchanges the two rows, so $u(s,s')=u(s',s)$ and $T$ is symmetric. All entries of $T$ are positive, so its largest eigenvalue $\lambda$ is non-degenerate and dominates for large $M$:

$$\beta\phi=-\frac{\ln\lambda}{L}.$$

If $v$ is the normalized eigenvector, the remaining rows reduce to $\lambda^{M-1}vv^{\mathsf T}$. Two neighbouring rows then have probability $v_sT_{ss'}v_{s'}/\lambda$, and one row has $v_s^2$. These give $\langle H\rangle$ and $c$ without differentiating $\phi$, in the role of a simulation free of sampling noise.

The strip is one-dimensional at large distances, so it also admits walls across its width that separate the two checkerboards, and (2) does not contain them. Neighbouring squares along the strip share two sites, so an unflipped square cannot be followed directly by a fully flipped one. Each of the eight columns of squares therefore holds at least one excited square at a wall. A wall costs at least $8\times0.041=0.328$ eV, more than the cheapest omitted pair, and it does not change the leading omission.

At $\beta=60$ eV$^{-1}$ the remainder of the single-flip series is $1.021$ times the full two-flip term of (2). Between $\beta=0.4$ and $0.8$ eV$^{-1}$ the remainder of the third-order hot series grows as $\beta^{4.00}$. The numerical check tests these statements and the integrations below.

## From both anchors to 600 K

**Hot anchor, 6000 K.** This is a mathematical reference state, not a real solid. Here $\beta=1.93409$ eV$^{-1}$, $k_1=-0.0100$ eV, $k_2=9.36\times10^{-4}$ eV$^2$ and $k_3=-2.741\times10^{-5}$ eV$^3$. Equation (5) gives

$$\beta\phi=-0.693147-0.019341-0.001751-0.000033=-0.714272 .$$

**Cold anchor, 300 K.** Here $\beta=38.68173$ eV$^{-1}$. Half the sites are of each kind, so

$$\beta\phi=38.68173(-0.058)-\tfrac12\left(e^{-\beta\Delta_{A\to B}}+e^{-\beta\Delta_{B\to A}}\right)=-2.243540-0.000980=-2.244520 .$$

Equation (4) gives $c=0.500778$; the strip gives $0.500780$.

At 600 K, $\beta=19.34086$ eV$^{-1}$. The integral of $\langle H\rangle/N$ is $-0.446260$ from the hot side and $+1.084002$ from the cold side, where $\beta$ decreases. With unrounded values carried through the division,

$$\phi_{\rm hot}=\frac{-0.714272-0.446260}{19.34086\ \text{eV}^{-1}}=-0.0600041\ \text{eV},$$

$$\phi_{\rm cold}=\frac{-2.244520+1.084002}{19.34086\ \text{eV}^{-1}}=-0.0600034\ \text{eV}.$$

The eigenvalue gives $-0.0600043$ eV, or $-0.00220512$ hartree. Relative to the strip, the errors in $\beta\phi$ are $3.5\times10^{-6}$ (hot) and $1.7\times10^{-5}$ (cold), at the anchors and again at 600 K. The error in $\phi$ falls tenfold on the hot path and doubles on the cold one, as the ratios of $\beta$ require.

Used directly at 600 K, the third-order hot series is wrong by $3.4\times10^{-3}$ eV and the single-flip series by $5.5\times10^{-4}$ eV. Integration is what carries the accuracy of the anchors to this temperature.

The path can continue in $\mu$. At fixed $\beta$, equation (1) reads $d\phi=-c\,d\mu$. From $\mu=0.020$ to $0.120$ eV the integral of $c$ is $0.0576522$ eV, so the hot result becomes $-0.0600041-0.0576522=-0.1176563$ eV. The eigenvalue gives $-0.1176565$ eV.

These digits describe the strip. At 600 K and $\mu=0.020$ eV, width 6 lies $1.3\times10^{-4}$ eV below width 8, far more than the anchor errors. For the infinite lattice the calculation supports about $-0.060$ eV.

## Phase boundaries

The strip has no sharp transition, because $\lambda$ is non-degenerate at every finite temperature. One path can therefore join both anchors. The infinite lattice does order on this path. With $\lambda_1$ the eigenvalue second in magnitude, the curves $L\ln(\lambda/|\lambda_1|)$ at $\mu=0.020$ eV for widths 6 and 8 cross near 665 K. Their value there is $0.79$, close to the $\pi/4$ of the two-dimensional Ising class, which indicates a continuous transition. The hot path crosses it, and 600 K lies not far below it. The continuation in $\mu$ at 600 K crosses the ordering line again: the curves for widths 8 and 10 cross near $\mu=0.069$ eV, also at $0.79$, so the end point $\mu=0.120$ eV is disordered. At a continuous transition $\langle H\rangle$ has no jump, so (1) can still be integrated through it, although simulated averages converge slowly there. At a first-order transition in the bulk, a simulation may remain in a metastable phase. Each phase then needs its own anchor and a path along which it persists. The phases coexist where their $\phi$ are equal at the same $T$ and $\mu$.

The cold anchor itself needs care near a value of $\mu$ at which the ground state changes. In this model the checkerboard and all-B squares have equal energy at $\mu=8(V_1+V_3)=0.168$ eV, and the other squares lie higher. There $\Delta_{A\to B}=0.184-0.168=0.016$ eV, less than $k_BT=0.026$ eV at 300 K. Flips are then not rare, and (3) is not a usable anchor. At 300 K the checkerboard order is in fact lost earlier: the curves for widths 6 and 8 cross near $\mu=0.143$ eV. The remedy is to anchor at a $\mu$ well inside the phase, where all flips are costly, and to integrate towards the boundary at the temperature in question.

## Numbers as computed

```
V1, V2, V3, mu = 0.020, -0.004, 0.001, 0.020 eV
4x4 torus test, V1, V2, V3, mu = 1.0 -0.6 0.8 0.9 (eV)
  k1, k2, k3 counted: [ -0.45     5.4825 -14.772 ] eV, eV^2, eV^3
  k1, k2, k3 derived: [ -0.45     5.4825 -14.772 ] eV, eV^2, eV^3
Infinite lattice, K = 0.05: rest/(5K^4/6) = 1.00215
Infinite lattice, K = 1.5: rest/(2exp(-12K)) = 1.00561
Model k1 = -0.0100 eV, k2 = 9.3600e-04 eV^2, k3 = -2.7408e-05 eV^3
Ground state H0/N = -0.0580 eV, square gap = 0.0410 eV
Flip B to A = 0.2200 eV, flip A to B = 0.1640 eV
Cheapest linked pair of flips = 0.3040 eV
beta = 60/eV: rest/two-flip term = 1.0210
Hot remainder power between beta 0.4 and 0.8/eV = 4.0038
c at 300 K: series 0.5007781, strip 0.5007801
c at beta 0.5/eV: series 0.5024380, strip 0.5024389
Hot series: T (K), phi strip (eV), errors of orders 1, 2, 3 (eV)
   6000 -0.36930885 9.240e-04 1.888e-05 1.793e-06
   3000 -0.19108568 1.893e-03 8.297e-05 1.462e-05
   1500 -0.10361399 4.018e-03 3.972e-04 1.238e-04
   1000 -0.07623860 6.508e-03 1.077e-03 4.617e-04
    600 -0.06000430 1.417e-02 5.114e-03 3.406e-03
Cold series: T (K), phi strip (eV), errors with 0, 1, 2 flips (eV)
    200 -0.05800066 6.604e-07 7.973e-10 1.894e-11
    300 -0.05802577 2.577e-05 4.426e-07 4.644e-08
    400 -0.05818928 1.893e-04 1.219e-05 2.897e-06
    500 -0.05871610 7.161e-04 1.066e-04 4.409e-05
    600 -0.06000430 2.004e-03 5.536e-04 3.299e-04
beta hot, goal, cold = 1.93409, 19.34086, 38.68173 /eV
beta*phi at anchors: hot -0.71427174, cold -2.24451970
beta*phi errors at anchors: hot 3.468e-06, cold 1.712e-05
beta*phi errors at 600 K: hot 3.468e-06, cold 1.712e-05
phi at 600 K from hot anchor  = -0.06000412 eV
phi at 600 K from cold anchor = -0.06000341 eV
phi at 600 K from eigenvalue  = -0.06000430 eV
  the same in hartree = -0.002205117
Width 6 minus width 8 at 600 K = -1.324e-04 eV
Integral of c from mu 0.020 to 0.120 eV = 0.05765222 eV
phi at mu 0.120 eV: path -0.11765634, eigenvalue -0.11765652 eV
```
